# Choosing the cell and splitting parameter for the Martyna–Tuckerman screening kernel, part 2

How large must a periodic cell be for the Martyna–Tuckerman (MT) correction to give the Coulomb energy \(E_{\rm iso}\) of an isolated, fixed density \(\rho\)? Algebra is in atomic units; multiplying inverse lengths in Å\(^{-1}\) by \(e^2/4\pi\epsilon_0=14.39965\) eV Å gives eV. The orthorhombic cell has sides \(L_i\), volume \(\Omega\), lattice vectors \(\mathbf R\), reciprocal vectors \(\mathbf G\) and grid step \(h=L/N\). The box \(|s_i|\le L_i/2\) is \(W\), and \(\mathbf s_{\rm MI}\) is \(\mathbf s\) shifted into \(W\) by a lattice vector. With \(\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\) and \(C(\mathbf s)=\int\rho(\mathbf r)\rho(\mathbf r+\mathbf s)\,d^3r\), the target kernel \(1/|\mathbf s_{\rm MI}|\) gives the energy error
\[
\Delta E=\frac12\int_{\mathbf s\notin W}C(\mathbf s)\left[\frac1{|\mathbf s_{\rm MI}|}-\frac1{|\mathbf s|}\right]d^3s .\tag{2}
\]
Let \(D_i\) be the width of the support of \(\rho\) along axis \(i\). The error vanishes if \(L_i\ge2D_i\) on all axes. For continuous one-signed densities this is also necessary, and a smaller cell overestimates the energy. The potential is guaranteed only where the separation from every charge lies in \(W\).

The kernel is split with a parameter \(a\): \(f(r)=\operatorname{erf}(ar)/r\) is sampled on the grid at minimum images, and \(\operatorname{erfc}(ar)/r\) is transformed analytically. For even \(N\) the grid sum is the trapezoidal rule, whose leading Euler–Maclaurin error per axis is \(h^2/12\) times the difference of end slopes.

The opening example is a smeared Hartree–Fock model of LiH: in an 8 Å cube, MT leaves an error of \(+8.4\times10^{-3}\) eV in the self-repulsion of its four electrons.

The final table also records earlier checks. There, "screen" is \(\phi_{\rm scr}(\mathbf G)\), the MT addition to the ordinary periodic kernel \(4\pi/G^2\) (\(\mathbf G\ne0\)), and "kink law" is its large-\(G\) form along an axis, \(-(4\pi/3)(-1)^n/G^2\) with \(G=2\pi n/L\), summed over grid aliases. For one Gaussian charge \(q\) of variance \(\sigma^2\) per axis, "image sum" is the error from small \(a\), with \(1/b^2=1/a^2+4\sigma^2\), and "alias quadrature" the error from large \(a\).

## How sharp the factor of two is

For compact support the threshold is sharp. Random positive charges on a \(5\times5\times5\) block have \(D=4h\). With \(L_y=L_z=8h\), the FFT energy of the erf part equals the direct pair sum to rounding for \(L_x=8h,9h,10h\). At \(L_x=8h\) the widest separation folds from \(+4h\) to \(-4h\) and keeps its length. For \(L_x=7h,6h,5h\) the energy is too high by 1.0%, 2.4% and 6.8% of the pair sum, with the sign required above, since \(f\) decreases with \(r\).

Two unit Gaussians with \(\sigma=0.2\) Å at distance \(d=5\) Å along \(z\) show how tails round the threshold. The cross part of \(C\) has peaks of weight \(q_1q_2\) at \(s_z=\pm d\) and width \(\lambda=\sqrt2\sigma=0.283\) Å. If \(L_z/2\) lies several \(\lambda\) below \(d\), and \(L_z-d\) is itself at least several \(\lambda\), both peaks fold to the distance \(L_z-d\), the factor \(\frac12\) cancels against the two peaks, and \(\Delta E=q_1q_2[1/(L_z-d)-1/d]\). At \(L_z=7\) Å this is \(14.39965\,(0.5-0.2)=4.3199\) eV, as found, and opposite charges give \(-4.3199\) eV. At \(L_z=2d\) half of each peak folds. For \(s_z=d+t\) with \(t>0\) the bracket is \(1/(d-t)-1/(d+t)\simeq2t/d^2\), and \(\int_0^\infty t\,e^{-t^2/2\lambda^2}dt/(\lambda\sqrt{2\pi})=\lambda/\sqrt{2\pi}\), so to leading order \(\Delta E\simeq2\lambda/(\sqrt{2\pi}d^2)=0.130\) eV. Here \(C\) does touch the face, and the Euler–Maclaurin term \(-(h^2/12)(2/d^2)/(\lambda\sqrt{2\pi})\) lowers this by the fraction \(h^2/12\lambda^2=1.0\%\) at \(h=0.1\) Å, to 0.129 eV. The FFT gives 0.1282 eV, matching the full quadrature of (2) with the same grid term. The error is \(3.9\times10^{-3}\) eV at 11 Å and \(1.4\times10^{-9}\) eV at 13 Å, out of 43.5 eV.

In that 13 Å cell, with charges at \(z=\pm2.5\) Å, the potential at \(z=3\) Å is right to \(4\times10^{-9}\) V, the far charge being 5.5 Å away. At \(z=5.5\) Å the far charge is 8 Å away and folds to 5 Å, and the error is \(14.39965\,(1/5-1/8)=1.080\) V. A converged energy thus does not certify the potential in the vacuum, which any orbital extending there would feel.

## The uncorrected kernel

For comparison, \(v(\mathbf s)=\Omega^{-1}\sum_{\mathbf G\ne0}4\pi e^{i\mathbf G\cdot\mathbf s}/G^2\) obeys \(\nabla^2v=-4\pi\sum_{\mathbf R}\delta(\mathbf s-\mathbf R)+4\pi/\Omega\). Hence \(u=v-1/s\) obeys \(\nabla^2u=4\pi/\Omega\) for \(s<L\). Since \(\nabla^2s^2=6\), \(u=-\alpha/L+(2\pi/3L^3)s^2\) plus harmonic polynomials, of which cubic symmetry first allows \(l=4\), of order \(s^4/L^5\). The constant \(\alpha=2.837297\) comes from an Ewald sum. With \(\int C=q^2\) and \(\int Cs^2=\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')=2qQ_2-2p^2\), where \(Q_2=\int\rho r^2\) and \(\mathbf p=\int\rho\mathbf r\),
\[
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi}{3L^3}\left(qQ_2-p^2\right)+O(L^{-5}).\tag{4}
\]

## LiH

The density is restricted Hartree–Fock in the cc-pVDZ basis at a bond length of 1.6 Å, roughly the equilibrium value. A 0.2 Å grid cannot resolve nuclei or the lithium core, so all charges are smeared by a Gaussian with \(\sigma=1/2\omega=0.25\) Å, \(\omega=2\) Å\(^{-1}\). This multiplies \(|\rho(\mathbf G)|^2\) by \(e^{-\sigma^2G^2}=e^{-G^2/4\omega^2}\), equivalent to unsmeared charges interacting through \(\operatorname{erf}(\omega r)/r\); at \(G=\pi/h\) the exponent is 15.4. The reference comes from analytic Gaussian integrals for this interaction. It leaves out correlation, basis-set completeness, exchange and the short-range \(\operatorname{erfc}(\omega r)/r\) energy, and is a reference for this electrostatic quantity alone. The digits below belong to this basis: across cc-pVTZ, aug-cc-pVDZ and aug-cc-pVTZ the electron self-repulsion moves by up to 0.3 eV and the dipole by up to 0.02 e Å.

The nuclear term includes self-energies \(\frac12Z^2\cdot2\omega/\sqrt\pi\), so with \(\operatorname{erf}(3.2)\simeq1\), \(E_{nn}=14.39965\,(3/1.6+10\cdot2/\sqrt\pi)=189.482\) eV. The electron cloud has \(E_{ee}=110.9442\) eV (4.07712 hartree), and the neutral total is \(110.94418-276.30922+189.48177=24.11673\) eV (0.88627 hartree). Errors relative to these values, with \(aL=8\), are in eV:

| \(L\) (Å) | MT, electrons | MT, total | periodic, total |
|---|---|---|---|
| 4 | \(3.29\) | \(-0.334\) | \(-0.789\) |
| 5 | \(0.729\) | \(8.2\times10^{-3}\) | \(-0.385\) |
| 6 | \(0.154\) | \(2.4\times10^{-2}\) | \(-0.219\) |
| 8 | \(8.4\times10^{-3}\) | \(3.2\times10^{-3}\) | \(-0.091\) |
| 10 | \(6.4\times10^{-4}\) | \(3.3\times10^{-4}\) | \(-0.047\) |
| 12 | \(6.0\times10^{-5}\) | \(3.7\times10^{-5}\) | \(-0.027\) |
| 16 | \(4.4\times10^{-7}\) | \(-5\times10^{-8}\) | \(-0.011\) |

The electron error is positive, as a one-signed density requires. A real-space sum of (2), with \(C\) taken from the 16 Å cell, gives 0.1535 eV at 6 Å and \(8.443\times10^{-3}\) eV at 8 Å, against 0.1535 and \(8.444\times10^{-3}\) eV. Both numbers use the 0.2 Å grid, so their agreement tests the folding and not the small grid error from the cell faces. If \(C\) decays as \(e^{-\kappa s}\) beyond the face, the folding integral is proportional to \(\int_0^\infty t\,e^{-\kappa t}dt=1/\kappa^2\), and the Euler–Maclaurin term lowers it by the fraction \(h^2\kappa^2/12\). The electron error falls roughly twelvefold when \(L/2\) grows by 1 Å, so \(\kappa\simeq2.5\) Å\(^{-1}\) and the fraction is about 2%. Up to that grid error, the 8 meV of the opening is the folding of electron pairs more than 4 Å apart along some axis.

The total changes sign between 4 and 5 Å and is smaller at 5 Å than at 6 Å. This is the cancellation that (2) permits for signed charge, and a small change between two such cells is not evidence of convergence. The 5 Å entry also contains a grid error from the cell faces, where \(C\) is not small. With the cell transform of \(1/|\mathbf s_{\rm MI}|\) taken by quadrature instead of on the grid it is \(9.6\times10^{-3}\) eV, so the grid shifts it by 1.3 meV while the sign and the ordering against 6 Å remain. This cell has odd \(N=25\), with no samples on the faces, and its electron error is about 0.9% too high rather than too low. The negative entry at 16 Å should not be read as a folding error: the grid ends where the smearing factor is \(e^{-15.4}=2\times10^{-7}\), and extending the sum to \(|\mathbf G|=18\) Å\(^{-1}\) with a grid-free kernel turns the entry into \(+3.5\times10^{-7}\) eV.

The extent leaving \(10^{-3}\) electrons outside is 6.20 Å along the bond and 7.23 Å across it. In this small basis the cloud is wider perpendicular to the bond at this threshold, contrary to what the nuclear positions suggest. The cause has not been analysed, and the difference between the two extents should not be taken as a property of the molecule, since density tails depend on the basis: along and across the bond the extents are 6.58 and 6.97 Å in cc-pVTZ, 7.15 and 6.93 Å in aug-cc-pVDZ, and 6.70 and 6.88 Å in aug-cc-pVTZ. The extent should be measured from the planar-averaged density, not from the atoms. Here \(2D=14.46\) Å, and no threshold is visible there: from 8 Å on, the electron error drops by a factor of 11 to 13 per 2 Å, reaching \(5.6\times10^{-6}\) eV at 14 Å. For a density with tails the rule links two tolerances, the charge left outside \(D\) and the energy error. In the cc-pVDZ model 10 Å suffices for \(10^{-3}\) eV and 12 Å for \(10^{-4}\) eV, so \(2D\) at the \(10^{-3}\) electron level is conservative. The margin depends on the basis: the electron error at 10 Å is about \(6\times10^{-4}\) eV in cc-pVTZ and aug-cc-pVTZ but \(1.2\times10^{-3}\) eV in aug-cc-pVDZ. A more diffuse density calls for its own evaluation of (2).

At 16 Å the uncorrected errors follow (4). For the electrons, counted as positive with the origin at the bond centre, \(q=4\), \(p=-0.3620\) e Å and \(Q_2=6.0458\) e Å\(^2\), which includes \(4\cdot3\sigma^2\) from smearing. The monopole term is \(-14.39965\cdot2.837297\cdot16/32=-20.4280\) eV. With \(2\pi\cdot14.39965/(3\cdot16^3)=7.363\times10^{-3}\), the second term is \(7.363\times10^{-3}(24.183-0.131)=0.1771\) eV. The sum, \(-20.2509\) eV, differs from the computed \(-20.2503\) eV by 0.6 meV. For the neutral molecule \(p=-2.4+0.8+0.3620=-1.2380\) e Å, giving \(-7.363\times10^{-3}\cdot1.5326=-0.01128\) eV against \(-0.01132\) eV. On this \(L^{-3}\) law the uncorrected cell would need about \(16\cdot11.3^{1/3}\approx36\) Å to reach the \(10^{-3}\) eV that the screening kernel attains at 10 Å.

## Table of computed values

```
bohr = 0.529177 A, hartree = 27.21139 eV, e^2/(4 pi eps0) = 14.39965 eV A
int_cube d3r/r / L^2: closed form 2.3800774, surface quadrature 2.3800774
N=32 aL=8: screen(0)/L^2 = 2.3790551, grid error/(-pi h^2/3) = 0.9997
N=32 aL=12: screen(0)/L^2 = 2.3790551, grid error/(-pi h^2/3) = 0.9997
N=64 aL=8: screen(0)/L^2 = 2.3798217, grid error/(-pi h^2/3) = 0.9999
N=64 screen(8,0,0)/L^2 = -1.7417e-03, kink law -1.7458e-03
N=64 screen(9,0,0)/L^2 = 1.3960e-03, kink law 1.3986e-03
N=64 screen(16,0,0)/L^2 = -5.1102e-04, kink law -5.1133e-04
one Gaussian q=1 e, sig=0.4 A, L=8.0 A, h=0.125 A: E_iso = 10.155162 eV
 a=0.375 1/A: error 2.60874e-04 eV, image sum 2.60874e-04 eV (b=0.3592 1/A)
 a=1 1/A: |error| 2.5e-13 eV
 a=12 1/A: error 1.00257e-03 eV, alias quadrature 1.00257e-03 eV
block D=4h, Lx=5h: E_FFT/E_pair - 1 = 6.812e-02
block D=4h, Lx=6h: E_FFT/E_pair - 1 = 2.442e-02
block D=4h, Lx=7h: E_FFT/E_pair - 1 = 1.026e-02
block D=4h, Lx=8h: E_FFT/E_pair - 1 = 0.000e+00
block D=4h, Lx=9h: E_FFT/E_pair - 1 = 2.220e-16
block D=4h, Lx=10h: E_FFT/E_pair - 1 = 2.220e-16
pair q=1 e, sig=0.2 A, d=5.0 A, h=0.1 A, a=2.0 1/A, Lx=Ly=4.0 A: E_iso = 43.500579 eV
 Lz=7 A: error 4.31989e+00 eV, quadrature 4.31989e+00 eV
 Lz=7 A: 1/(L-d)-1/d = 4.31989 eV, opposite charges error -4.31989 eV
 Lz=8 A: error 1.91997e+00 eV, quadrature 1.91997e+00 eV
 Lz=9 A: error 7.25811e-01 eV, quadrature 7.25806e-01 eV
 Lz=10 A: error 1.28224e-01 eV, quadrature 1.28233e-01 eV
 Lz=11 A: error 3.91280e-03 eV, quadrature 3.90965e-03 eV
 Lz=13 A: |error| 1.4e-09 eV; potential error z=3 A 4.1e-09 V, z=5.5 A 1.07997 V
LiH R=1.6 A, w=2.0 1/A, smearing sig=0.25 A, h=0.2 A, aL=8, E_RHF = -217.2460 eV
reference: E_ee = 110.944183, E_en = -276.309224, E_nn = 189.481772, total = 24.116731 eV
 in hartree: E_ee = 4.0771235, total = 0.8862735
origin at bond centre: p_el = -0.3620 e A, Q2_el = 6.0458 e A^2, p_total = -1.2380 e A
extent leaving 0.001 e outside: Dx = 7.23 A, Dz = 6.20 A, 2D = 14.46 A
L(A)  errors in eV: MT electrons, periodic electrons, MT total, periodic total
  4   3.289e+00 -69.81324 -3.342e-01 -0.78863
  5   7.294e-01 -59.35800  8.207e-03 -0.38463
  6   1.535e-01 -51.03100  2.373e-02 -0.21881
  8   8.444e-03 -39.41900  3.234e-03 -0.09131
 10   6.449e-04 -31.95284  3.324e-04 -0.04656
 12   6.036e-05 -26.81494  3.650e-05 -0.02688
 14   5.554e-06 -23.08075  3.641e-06 -0.01691
 16   4.401e-07 -20.25031 -5.239e-08 -0.01132
L=6 A electrons: autocorrelation sum 1.535e-01 eV, MT error 1.535e-01 eV
L=8 A electrons: autocorrelation sum 8.443e-03 eV, MT error 8.444e-03 eV
alpha = 2.837297; L=16 A electrons: monopole -20.42804 eV + second moment 0.17709 eV = -20.25094 eV
L=16 A total: dipole law -0.01128 eV
```
